# Rational function optimization: the lowest augmented-Hessian eigenvalue and its quadratic vanishing

## Result

Let $g$ be the gradient of an energy surface at the current geometry and $H$ its symmetric Hessian, or a quasi-Newton approximation to it. Rational function optimization (RFO) models the energy change for a displacement $s$ by

$$q(s)=\frac{g\cdot s+\tfrac12\,s\cdot Hs}{1+s\cdot Ss},\qquad(1)$$

where $S$ is a chosen symmetric positive definite matrix with the dimension of inverse length squared. In coordinates scaled so that $S=1$, a stationary step obeys

$$\begin{pmatrix}H&g\\g^T&0\end{pmatrix}\begin{pmatrix}s\\1\end{pmatrix}=\lambda\begin{pmatrix}s\\1\end{pmatrix},\qquad s=-(H-\lambda)^{-1}g,\qquad(2)$$

with $\lambda=2q(s)$; the second form requires $H-\lambda$ to be invertible. Call the matrix in (2) $A$, its eigenvalues $\lambda_0\le\dots\le\lambda_n$, and those of $H$ $h_1\le\dots\le h_n$. Then:

- A nondegenerate minimum of $q$ belongs to $\lambda_0$, because $\lambda_0\le h_1\le\lambda_1\le\dots\le h_n\le\lambda_n$.
- If $H$ is positive definite, with $h_1$ bounded away from zero, then $\lambda_0=-g\cdot H^{-1}g+O(|g|^4)$.

The second statement needs its condition. If the gradient keeps a fixed fraction of its length along a flat mode, the shift vanishes only linearly, and near a saddle point it does not vanish.

## Stage 1: one coordinate

Take one dimensionless coordinate, curvature $h$, slope $g\neq0$ and $S=1$. Setting the derivative of $q=(gs+\frac12hs^2)/(1+s^2)$ to zero gives

$$(g+hs)(1+s^2)-2s\left(gs+\tfrac12hs^2\right)=g+hs-gs^2=0.$$

Put $\lambda=gs$. Multiplying the last equation by $g$ and inserting $s=\lambda/g$ gives $\lambda^2-h\lambda-g^2=0$, so

$$\lambda_\pm=\tfrac12\left(h\pm\sqrt{h^2+4g^2}\right).\qquad(3)$$

This is the characteristic equation of the $2\times2$ matrix with rows $(h,g)$ and $(g,0)$. The value of the model follows from $hs=gs^2-g$:

$$gs+\tfrac12hs^2=gs+\tfrac12s(gs^2-g)=\tfrac12gs(1+s^2),$$

hence $q=\lambda/2$. The lower root is the minimum and has $gs=\lambda_-<0$, a downhill step for either sign of $h$.

Expanding the square root for small $g$ gives three limits:

- $h>0$: $\lambda_-\approx-g^2/h$ and $s\approx-g/h$, the Newton step.
- $h=0$: $\lambda_-=-|g|$ and $|s|=1$. The metric sets the length of the step.
- $h<0$: $\lambda_-\approx h-g^2/|h|$ and $s=\lambda_-/g\approx-|h|/g$. The step grows without bound as $g\to0$.

## Stage 2: many coordinates and a metric

Write $D=1+s\cdot Ss$ and let $P$ be the numerator of (1). With $\nabla P=g+Hs$, $\nabla D=2Ss$ and $q=P/D$, the quotient rule gives

$$\nabla q=\frac{g+Hs-2q\,Ss}{D}.\qquad(4)$$

At a stationary point, contract the numerator of (4) with $s$:

$$g\cdot s+s\cdot Hs=2q\,s\cdot Ss.$$

The definition $2P=2qD$ reads

$$2g\cdot s+s\cdot Hs=2q+2q\,s\cdot Ss.$$

Subtracting the first line from the second leaves $g\cdot s=2q$. With $\lambda=2q$ the two conditions are $Hs+g=\lambda Ss$ and $g\cdot s=\lambda$, an eigenproblem for $A$ in the metric $\mathrm{diag}(S,1)$.

The scaling $\tilde s=S^{1/2}s$, $\tilde g=S^{-1/2}g$, $\tilde H=S^{-1/2}HS^{-1/2}$ leaves the numerator unchanged and turns the denominator into $1+|\tilde s|^2$. This is (2). I now drop the tildes. In the original coordinates $\lambda$ is an energy and the Hessian is shifted by $-\lambda S$.

The small-step limit shows in what sense the model is a Padé model. From $1/(1+|s|^2)=1-|s|^2+O(|s|^4)$,

$$q(s)=g\cdot s+\tfrac12s\cdot Hs-(g\cdot s)|s|^2+O(|s|^4).$$

If $H$ is the true Hessian, the model agrees with the Taylor series of the energy through second order; with an approximate $H$, agreement is assured only through first order. The cubic term of the model comes from the chosen metric and not from the third derivatives of the surface. A strict $[2/2]$ Padé approximant along a line would fix its coefficients from derivatives through fourth order, so (1) is a rational model of Padé type. What the denominator supplies is boundedness: for large $s$ in the unit direction $u$, $q\to\frac12u\cdot Hu$, whereas a quadratic model with a negative curvature is unbounded below.

## Stage 3: which root is the minimum

With $v=(s,1)$, direct multiplication gives $v\cdot Av=s\cdot Hs+2g\cdot s$ and $v\cdot v=1+|s|^2$. Therefore

$$2q(s)=\frac{v\cdot Av}{v\cdot v}\ge\lambda_0.\qquad(5)$$

Equality holds when $v$ is an eigenvector for $\lambda_0$. If such an eigenvector has a nonzero last component, dividing by that component gives a finite step at which $q$ has its global minimum $\lambda_0/2$. In a three-coordinate example with a general metric, a direct search for the minimum of (1) and half the lowest eigenvalue both give $-0.09670452$.

For $g\neq0$ the lowest eigenvalue is negative: the trial vector $(-\epsilon g,1)$ has $v\cdot Av=-2\epsilon|g|^2+\epsilon^2g\cdot Hg$, which is negative for small positive $\epsilon$. Since $g\cdot s=\lambda_0<0$, a finite RFO step points downhill. This concerns the initial slope; a long step can still raise the energy.

To classify the other roots, differentiate $D\nabla q=g+Hs-2qs$. This gives $(\nabla q)(\nabla D)^T+D\,\nabla\nabla q=H-2q-2s(\nabla q)^T$. Where $\nabla q=0$, the two terms containing $\nabla q$ as a factor drop out, and with $2q=\lambda$

$$\nabla\nabla q=\frac{H-\lambda}{1+|s|^2}.\qquad(6)$$

A nondegenerate minimum thus requires $\lambda<h_1$. How many roots lie there?

In the eigenbasis of $H$, (2) reads $(\lambda-h_i)s_i=g_i$ and $\lambda=\sum_ig_is_i$. Suppose first that the $h_i$ are distinct and all $g_i\neq0$. Then $\lambda=h_i$ is impossible, and eliminating $s_i$ gives

$$\varphi(\lambda)\equiv\lambda-\sum_i\frac{g_i^2}{\lambda-h_i}=0,\qquad \varphi'(\lambda)=1+\sum_i\frac{g_i^2}{(\lambda-h_i)^2}\ge1.\qquad(7)$$

As $\lambda$ approaches $h_i$ from below, $\varphi\to+\infty$; from above, $\varphi\to-\infty$. Also $\varphi\to\pm\infty$ as $\lambda\to\pm\infty$. The function therefore rises from $-\infty$ to $+\infty$ in each of the $n+1$ intervals cut out by the $h_i$, with one root in each:

$$\lambda_0<h_1<\lambda_1<h_2<\dots<h_n<\lambda_n.$$

One root lies below $h_1$, and it is $\lambda_0$. At $\lambda_k$, $H-\lambda_k$ has $k$ negative eigenvalues, so by (6) the stationary point has $k$ downhill directions. Finite differences of the model in a three-coordinate case gave the counts 0, 1, 2, 3 for the four roots.

Zero components and repeated eigenvalues are covered by the min-max principle. The eigenvalue $\lambda_k$ is the minimum, over all subspaces of dimension $k+1$, of the largest Rayleigh quotient of $A$ in the subspace. Restricting the subspaces to vectors with zero last component gives $h_{k+1}$; fewer choices cannot lower a minimum, so $\lambda_k\le h_{k+1}$. In the same way $\lambda_k$ is the maximum, over subspaces of dimension $n+1-k$, of the smallest quotient. The same restriction gives $h_k$ and cannot raise a maximum, so $h_k\le\lambda_k$. Every root with $k\ge1$ then has $\lambda_k\ge h_1$ and cannot give a nondegenerate minimum. Both inequalities were tested on 200 random matrices; these are generic, so the cases with zero components or repeated eigenvalues rest on the argument above.

The limit $g_1\to0$ shows where a finite step can be lost. Take $h=(-1,1)$ and $g=(0,0.2)$. The lowest eigenvector of $A$ is $(1,0,0)$, with $\lambda_0=-1$ and zero last component. The model approaches $-\frac12$ as $s$ runs to infinity along the first mode but never reaches it. Symmetry can produce this case, when a negative mode carries no force and its curvature lies below the lowest root of the remaining modes. If the curvature lies above that root, the step is finite, but $(\lambda_0-h_1)s_1=0$ leaves it no component along the negative mode. A displacement along that mode must then be supplied separately.

For positive definite $H$ and $g\neq0$ this cannot happen. An eigenvector $(s,0)$ would require $Hs=\lambda_0s$, but $\lambda_0<0<h_1$ is not an eigenvalue of $H$.

## Stage 4: how the shift vanishes

Let $H$ be positive definite and write $\sigma=-\lambda_0>0$. Inserting $s=-(H+\sigma)^{-1}g$ into $g\cdot s=-\sigma$ gives

$$\sigma=g\cdot(H+\sigma)^{-1}g=\sum_i\frac{g_i^2}{h_i+\sigma}.\qquad(8)$$

Define $N=g\cdot H^{-1}g$ and $M=g\cdot H^{-2}g$. The Newton step is $s_N=-H^{-1}g$, so $M=|s_N|^2$. Dropping $\sigma$ from the denominators in (8) gives $\sigma\le N$. For a lower bound use

$$\frac1h-\frac1{h+\sigma}=\frac{\sigma}{h(h+\sigma)}\le\frac{\sigma}{h^2}.$$

Summed with weights $g_i^2$, this gives $N-\sigma\le\sigma M$. Hence

$$\frac{N}{1+M}\le-\lambda_0\le N.\qquad(9)$$

The lower bound also follows from (5) at the Newton step, where $2g\cdot s_N+s_N\cdot Hs_N=-2N+N=-N$ and the denominator is $1+M$.

Since $|g|^2/h_n\le N\le|g|^2/h_1$ and $M\le|g|^2/h_1^2$, the bounds (9) establish the quadratic law. For the next term, write (8) without approximation as

$$\sigma=N-\sigma M+\sigma^2\sum_i\frac{g_i^2}{h_i^2(h_i+\sigma)}.$$

The last term is $O(|g|^6)$. Because $\sigma=N+O(|g|^4)$ and $M=O(|g|^2)$, replacing $\sigma M$ by $NM$ also costs $O(|g|^6)$:

$$\lambda_0=-N+NM+O(|g|^6).\qquad(10)$$

In the original coordinates $N=g\cdot H^{-1}g$ still holds, since the factors of $S^{1/2}$ cancel, while $M=s_N\cdot Ss_N$. The leading value of $\lambda_0$ is independent of the metric, though the Hessian shift $-\lambda_0S$ is not.

The effect on the step is one order smaller than the shift:

$$s-s_N=\left[H^{-1}-(H+\sigma)^{-1}\right]g=\sigma H^{-1}(H+\sigma)^{-1}g=N\,H^{-2}g+O(|g|^5).\qquad(11)$$

This is cubic in the gradient. Near a nondegenerate minimum of a surface with smooth second derivatives, a Newton step with the true Hessian turns a position error $e$ into one of order $|e|^2$. Since $g=O(|e|)$, RFO adds a change of order $|e|^3$, and quadratic convergence survives.

Now test the three limits of Stage 1 with two modes, $h_2=0.5$ and $g=t(0.6,0.8)$, all dimensionless.

**Positive curvature, $h_1=0.1$.** At $t=10^{-3}$,

$$N=\frac{3.6\times10^{-7}}{0.1}+\frac{6.4\times10^{-7}}{0.5}=4.88\times10^{-6},$$

and the eigenvalue is $-4.8798\times10^{-6}$. Between $t=10^{-2}$ and $10^{-3}$ the fitted power of $t$ is 1.998. The ratio $(\lambda_0+N)/(NM)$ is 0.9999 at the smaller $t$, which confirms the correction in (10).

**Zero curvature, $h_1=0$.** Multiplying (7) by $\lambda$ and neglecting $\lambda$ beside $h_2$ gives $\lambda^2+\lambda g_2^2/h_2-g_1^2\approx0$. The lower root is $\lambda_0\approx-|g_1|-g_2^2/(2h_2)$, linear in $t$. At $t=10^{-3}$ this is $-6.0064\times10^{-4}$, as computed, and the step along the flat mode is $-0.999$.

**Negative curvature, $h_1=-0.1$.** Isolating the first term of (7) gives $\lambda_0-h_1\approx g_1^2/h_1$ for small nonzero $g_1$. At $t=10^{-3}$ the eigenvalue is $-0.1000036$ and the step is $-166.7$, in agreement with $-|h_1|/g_1=-0.1/0.0006$. With $g_1\neq0$ the RFO step near a saddle point starts downhill, but its length grows without bound as $t\to0$ and needs a limit.

## Stage 5: a real surface, collinear BeH2

The coordinates are the two bond lengths $r_1,r_2$ of collinear BeH2, with RHF/6-31G energies and $S=1\ \mathrm{bohr}^{-2}$. This level omits electron correlation and polarization functions, and restricted orbitals describe a stretched bond poorly. At the stretched start geometry used below, a spin-unrestricted solution lies 0.021 hartree lower and has a gradient along $r_1$ of 0.020 instead of 0.058 hartree/bohr. RHF with the cc-pVTZ basis changes the gradient there to about $(0.055,0.016)$ hartree/bohr and $H_{11}$ to $-0.013$ hartree/bohr². The digits quoted below belong to the RHF/6-31G surface, not to the molecule. The surface serves to test the optimizer; bending is not examined.

At $r_1=4.80$ and $r_2=2.60$ bohr the gradient is $(0.05816,0.01297)$ hartree/bohr. The Hessian elements are $H_{11}=-0.01107$, $H_{12}=0.00038$ and $H_{22}=0.14356$ hartree/bohr². The coupling $H_{12}$ is small, so the bond lengths are nearly the eigenmodes. The second mode still enters (7) through $g_2^2/(h_2-\lambda)\approx0.01297^2/(0.144+0.064)\approx0.0008$ hartree, which is small beside $|\lambda|\approx0.064$ hartree. Hence (3) applied to $r_1$ alone should nearly suffice:

$$\lambda\approx\tfrac12\left(-0.01107-\sqrt{0.01107^2+4(0.05816)^2}\right)=-0.0640\ \text{hartree}.$$

The full matrix gives $\lambda_0=-0.0643$ hartree. Its eigenvalues interlace with those of $H$, here as numbers in the stated units with $S=1$:

$$-0.0643<-0.0111<0.0518<0.1436<0.1450.$$

The Newton step is $(5.25,-0.10)$ bohr, with $g\cdot s_N=+0.304$ hartree: it stretches the long bond further, uphill. The RFO step follows from the shifted equations,

$$s_1=-\frac{0.05816+0.00038\,s_2}{-0.01107+0.06430}\approx-1.09,\qquad s_2=-\frac{0.01297+0.00038\,s_1}{0.14356+0.06430}\approx-0.060\ \text{bohr}.$$

It shortens both bonds. The model predicts an energy change of $\lambda_0/2=-0.032$ hartree; the actual change is $-0.069$. The gap comes almost entirely from the denominator of (1): $1+|s|^2=1+1.0922^2+0.0604^2\approx2.20$, so the numerator, the plain second-order Taylor estimate for this step, is $-0.03215\times2.20\approx-0.071$ hartree, close to the actual change. When the step is comparable with the length set by $S$, $\lambda_0/2$ is not a quantitative prediction of the energy change.

Repeating the step with a fresh finite-difference Hessian each time gives:

| $k$ | $\lvert g\rvert$ (hartree/bohr) | $h_1$ (hartree/bohr²) | $-\lambda_0/N$ |
|---|---|---|---|
| 1 | $6.49\times10^{-2}$ | 0.0035 | 0.053 |
| 2 | $2.81\times10^{-2}$ | 0.1030 | 0.935 |
| 3 | $7.25\times10^{-3}$ | 0.1647 | 0.998 |
| 4 | $3.16\times10^{-4}$ | 0.1643 | 0.999996 |

At $k=1$ the Hessian is positive definite but almost flat along one mode. The quadratic formula fails, and the linear one takes over: $\lambda_0=-0.0631$ hartree, close to $-|g|$ in these units. From $k=2$ onward the ratio approaches 1, as (9) requires when $M$ becomes small.

Between $k=3$ and $k=4$ the gradient falls by a factor of 22.9, whose square is 525, while $\lambda_0$ falls by 481. The factors differ because $N/|g|^2$ depends on the Hessian and on how the gradient is divided between its modes. The next gradient norm is $6.8\times10^{-7}$ hartree/bohr. Dividing each new norm by the square of the preceding one gives 6.0 and 6.8 bohr/hartree for the last two steps, consistent with quadratic convergence. The second figure of the last ratio is not firm, because the error of a finite-difference Hessian adds a small term linear in the position error; with an analytic Hessian the last ratio is about 6.5, the value set by the third derivatives. Both bonds end at 2.522 bohr (1.335 Å). This value depends on the basis: RHF gives 2.519 bohr with 6-31G** and 2.518 bohr (1.333 Å) with cc-pVTZ, and correlation is not included.

## Stage 6: a quasi-Newton matrix

A quasi-Newton method replaces $H$ by a matrix $B$ built from gradients. With $y=g_{\rm new}-g$, the BFGS update is

$$B'=B+\frac{yy^T}{y\cdot s}-\frac{Bs\,s^TB}{s\cdot Bs}.$$

It satisfies $B's=y$, because the last term cancels $Bs$. For any vector $z\neq0$,

$$z\cdot B'z=\left[z\cdot Bz-\frac{(z\cdot Bs)^2}{s\cdot Bs}\right]+\frac{(y\cdot z)^2}{y\cdot s}.$$

If $B$ is positive definite, the Cauchy–Schwarz inequality makes the bracket nonnegative, and zero only when $z$ is parallel to $s$. The last term is then positive if $y\cdot s>0$. So $y\cdot s>0$ preserves positive definiteness, and (8)–(11) hold with $B$ in place of $H$. The quadratic law holds along a sequence of steps with $g\to0$ if the eigenvalues of $B$ stay between fixed positive bounds.

The condition can fail. Since $y=\bar Hs$, with $\bar H$ the true Hessian averaged along the step, $y\cdot s=s\cdot\bar Hs$ is negative where the average curvature along the step is negative. Then $s\cdot B's=y\cdot s<0$, so $B'$ is not positive definite, and the upper bound in (9) and the expansions (10) and (11) are no longer guaranteed. A finite RFO step still points downhill, because the argument of Stage 3 does not need a positive definite matrix; to keep $B$ positive definite, the update has to be modified or skipped.

For BeH2 started at $(3.0,2.3)$ bohr with $B=0.2$ hartree/bohr² times the unit matrix, every direction is an eigenvector of $B$, so (3) holds with $h=0.2$ and $g$ replaced by $|g|=0.06797$:

$$\lambda_0=\tfrac12\left(0.2-\sqrt{0.04+4(0.06797)^2}\right)=-0.0209\ \text{hartree}.$$

This is the computed value. The condition $y\cdot s>0$ held at every step, and after six steps the gradient norm was $1.4\times10^{-8}$ hartree/bohr, at the same minimum. Each step needed one new gradient; a central-difference Hessian in two coordinates needs four more.

The ratio $-\lambda_0/N_B$, with $N_B=g\cdot B^{-1}g$, rises from 0.905 to 1.000000. This does not show that $B$ has become the true Hessian, since $\lambda_0$ and $N_B$ are both computed from $B$. Nor does a ratio near 1 alone make the RFO step equal to the unshifted quasi-Newton step. By the exact part of (11), with $B$ in place of $H$, the two steps merge when $-\lambda_0$ is small beside the lowest eigenvalue of $B$. How fast the unshifted step converges depends on the quality of $B$. The full sequences are in the numerical output.

## Computed results

```
GENERAL MODEL TESTS (dimensionless)
model minimum, direct search: -0.09670452
half lowest eigenvalue:       -0.09670452
negative curvatures at roots 0..3: [0, 1, 2, 3]
random interlacing trials passed: 200
TWO-MODE MODEL (dimensionless), h2=0.5, g=t*(0.6,0.8)
h1, t, lambda0, RFO step along mode 1
  0.1   1e-02  -4.861341e-04     -0.05971
  0.1   1e-03  -4.879812e-06     -0.00600
  0.0   1e-02  -6.063566e-03     -0.98952
  0.0   1e-03  -6.006396e-04     -0.99894
 -0.1   1e-02  -1.003591e-01    -16.70875
 -0.1   1e-03  -1.000036e-01   -166.67089
power of t, h1=0.1: 1.9984; h1=0: 1.0041
(lambda0+N)/(N*M) at h1=0.1, t=1e-3: 0.99992
BeH2 RHF/6-31G START, S = 1 bohr^-2
r1, r2 (bohr): 4.80 2.60
gradient (hartree/bohr): 0.058157 0.012972
H11 H12 H22 (hartree/bohr^2): -0.011071 0.000379 0.143559
h1 h2 (hartree/bohr^2): -0.011072 0.143560
augmented eigenvalues (hartree): -0.064300 0.051833 0.144955
Newton step (bohr): 5.2495 -0.1042
g.s for Newton step (hartree): 0.303945
RFO step (bohr): -1.0922 -0.0604
model energy change (hartree): -0.032150
actual energy change (hartree): -0.068990
RFO WITH DIFFERENCE HESSIANS
k, r1, r2 (bohr), |g| (hartree/bohr), h1 (hartree/bohr^2),
   lambda0 (hartree), -lambda0/N (only if h1>0)
 0 4.80000 2.60000 5.959e-02 -0.01107 -6.4300e-02 n/a
 1 3.70785 2.53958 6.486e-02 0.00351 -6.3068e-02 0.052794
 2 2.73491 2.52895 2.811e-02 0.10300 -7.1685e-03 0.934943
 3 2.47993 2.52244 7.249e-03 0.16466 -2.9008e-04 0.998399
 4 2.51995 2.52186 3.163e-04 0.16427 -6.0308e-07 0.999996
final |g| (hartree/bohr): 6.8e-07, steps: 5
bond length: 2.52185 bohr = 1.33451 angstrom
energy (hartree): -15.75937176
RFO WITH BFGS, start r (bohr): 3.0 2.3, B0 = 0.2 hartree/bohr^2
k, |g| (hartree/bohr), lambda0 (hartree), -lambda0/N_B
 0 6.797e-02 -2.0911e-02 0.905341
 1 3.257e-02 -9.0566e-03 0.921000
 2 7.644e-03 -2.7949e-04 0.998477
 3 3.032e-03 -4.9791e-05 0.999729
 4 4.397e-04 -1.1846e-06 0.999993
 5 7.278e-06 -3.1877e-10 1.000000
BFGS final |g| (hartree/bohr): 1.4e-08, steps: 6
```
